# Anisotropic displacement tensors from a phonon mesh in oblique cells

## Scaling at Gamma

The mean-square displacement tensor of an atom in a harmonic crystal has, at high temperature, the form energy divided by stiffness, \(k_BT/(\text{N/m})\). A wave of small wavevector \(q\) strains the crystal by an amount proportional to \(q\), so its stiffness goes as \(q^2\) and its contribution as \(k_BT/q^2\). In three dimensions the volume element \(q^2dq\) makes this integrable. On an \(n\times n\times n\) mesh of spacing \(h\propto 1/n\), the region near \(\Gamma\) carries weight \(h^3\cdot h^{-2}=h\). A mesh sum without the divergent point is therefore wrong by a term of order \(1/n\).

The motion missing from the sum is a nearly rigid translation, so the leading error is the same tensor for every atom of the cell. It is classical, so it contains no masses. The error must thus be

\[
\mathbf U_\kappa-\mathbf U_\kappa^{(n)}=\frac{k_BT}{n}\,\mathbf K+O(n^{-3}),\qquad T>0, \tag{1}
\]

with \(\mathbf K\) an inverse stiffness fixed by the lattice and the elastic response. The derivation below gives \(\mathbf K\) and the order of the remainder. In two dimensions the same count gives \(\int q\,dq/q^2\), which diverges logarithmically, and the scheme does not apply. An unstressed free-standing layer is worse still: its flexural branch has stiffness of order \(q^4\), and the harmonic mesh sum for out-of-plane motion grows as \(n^2\).

## The mesh formula

The assumptions are harmonic, stable, short-ranged forces that do not change under a rigid translation. Let \(\mathbf x\) be the fractional wavevector and \(\mathbf s\) the fractional separation of two atoms, so that \(\mathbf q\cdot\mathbf r=2\pi\,\mathbf x\cdot\mathbf s\). The force-constant matrix is

\[
\Phi_{\kappa\kappa'}(\mathbf x)=\sum_{\mathbf R}\Phi(\kappa\mathbf 0,\kappa'\mathbf R)\,e^{2\pi i\mathbf x\cdot\mathbf s},\qquad
D=M^{-1/2}\Phi M^{-1/2},\qquad D\,e_\nu=\omega_\nu^2e_\nu ,
\]

where \(M\) is the diagonal matrix of masses. Expand the displacements in modes,

\[
\mathbf u_\kappa(\mathbf R)=\frac1{\sqrt{Nm_\kappa}}\sum_{\mathbf q\nu}\mathbf e_\kappa(\mathbf q\nu)\,e^{i\mathbf q\cdot\mathbf r}\,Q_{\mathbf q\nu},\qquad N=n^3 .
\]

Different modes are uncorrelated, and each \(Q\) is a unit-mass oscillator. By the virial theorem half its mean energy is potential, \(\tfrac12\omega^2\langle|Q|^2\rangle=\tfrac12\langle E\rangle\). The thermal energy is \(\langle E\rangle=\hbar\omega[\tfrac12+(e^{\hbar\omega/k_BT}-1)^{-1}]=\tfrac12\hbar\omega\coth(\hbar\omega/2k_BT)\). Hence

\[
\langle|Q|^2\rangle=g(\omega)=\frac{\hbar}{2\omega}\coth\frac{\hbar\omega}{2k_BT},\qquad
\mathbf U_\kappa=\langle\mathbf u_\kappa\mathbf u_\kappa^T\rangle=\frac1{Nm_\kappa}\sum_{\mathbf q\nu}g(\omega_{\mathbf q\nu})\,\mathrm{Re}\,[\mathbf e_\kappa\mathbf e_\kappa^\dagger]. \tag{2}
\]

The real part appears because \(\mathbf e(-\mathbf q)=\mathbf e(\mathbf q)^*\), so the imaginary parts cancel in pairs. \(\mathbf U^{(n)}\) denotes this sum without the three zero modes at \(\Gamma\); the optical modes at \(\Gamma\) stay in. It equals the displacement covariance of a periodic \(n\times n\times n\) supercell whose rigid translations are removed.

## The singular part

With \(z=\hbar\omega/2k_BT\) and \(\coth z=1/z+z/3-\dots\),

\[
g(\omega)=\frac{k_BT}{\omega^2}+\frac{\hbar^2}{12k_BT}-\dots \tag{3}
\]

Only even powers of \(\omega\) occur. Apart from the first term, \(g\) is therefore a smooth function of \(\omega^2\), hence of the matrix \(D\), and causes no trouble at \(\Gamma\). In the first term the masses cancel:

\[
k_BT\,M^{-1/2}D^{-1}M^{-1/2}=k_BT\,\Phi^{-1}.
\]

To find \(\Phi^{-1}\) at small \(\mathbf x\), write \(\Phi=\Phi_0+i\Phi_1+\Phi_2+\dots\), with real matrices of degree 0, 1 and 2 in \(\mathbf x\). Let \(S\) stack one \(3\times3\) identity per atom, so that \(S\mathbf w\) is a rigid shift. Translation invariance gives \(\Phi_0S=0\). The matrix \(S^Ti\Phi_1S\) is Hermitian and odd in \(\mathbf x\). A nonzero eigenvalue would make the energy negative at \(\mathbf x\) or \(-\mathbf x\), so stability requires \(S^T\Phi_1S=0\).

Now solve \(\Phi u=f\) with \(u=S\mathbf w+v\), where \(\mathbf w\) is of order \(x^{-2}\) and the internal displacement \(v\) of order \(x^{-1}\). At order \(x^{-1}\),

\[
\Phi_0v+i\Phi_1S\mathbf w=0\quad\Rightarrow\quad v=-i\Phi_0^{+}\Phi_1S\mathbf w ,
\]

with \(\Phi_0^+\) the pseudo-inverse. At order \(x^0\), multiplication by \(S^T\) removes every term with \(\Phi_0\) on the left, and \(S^T\Phi_1S=0\) removes the next correction to \(\mathbf w\):

\[
S^T(i\Phi_1v+\Phi_2S\mathbf w)=S^Tf .
\]

Insert \(v\), use \(i(-i)=1\), and note that \(\Phi_1\) is antisymmetric because \(i\Phi_1\) is Hermitian, so \(S^T\Phi_1=-(\Phi_1S)^T\). The result is

\[
C(\mathbf x)\,\mathbf w=S^Tf,\qquad C=S^T\Phi_2S-(\Phi_1S)^T\Phi_0^+(\Phi_1S),\qquad \Phi^{-1}\simeq S\,C^{-1}S^T . \tag{4}
\]

The second term in \(C\) is the softening due to internal relaxation. Every diagonal atomic block of \(\Phi^{-1}\) has the same leading part \(C^{-1}(\mathbf x)\), which is the common, mass-free tensor of the scaling argument.

## The mesh error

Since \(\Phi(-\mathbf x)=\Phi(\mathbf x)^*\), the real parts of the diagonal blocks of \(\Phi^{-1}\), which are what enters (2), are even in \(\mathbf x\). Near \(\Gamma\) they consist of homogeneous parts of degree \(-2,0,2,\dots\). Take a part \(F\) of degree \(d\), multiplied by a smooth window \(\chi\) that is one near \(\Gamma\) and vanishes before the zone boundary. With \(\mathbf x=\mathbf y/n\), integral minus mesh sum is

\[
n^{-3-d}\,E_n,\qquad E_n=\int F(\mathbf y)\,\chi(\mathbf y/n)\,d^3y-{\sum_{\mathbf m}}'F(\mathbf m)\,\chi(\mathbf m/n).
\]

In \(E_{2n}-E_n\) the two windows cancel near the origin, which leaves a smooth function. Its mesh error falls faster than any power of \(1/n\), so \(E_n\) tends to a constant. Degree \(-2\) gives the \(1/n\) term and degree 0 gives a \(1/n^3\) term. The point \(\Gamma\) itself, left out of the primed sum, adds two more finite terms of weight \(n^{-3}\): the optical modes that \(\mathbf U^{(n)}\) keeps, and the part \(\hbar^2/12k_BT\) of the zero modes that it drops. Together these make up the leading part of the remainder in (1). The rest of the integrand is periodic and brings no error from the zone boundary. Thus

\[
\mathbf K=\lim\Big[\int C^{-1}(\mathbf x)\,d^3x-{\sum_{\mathbf m}}'C^{-1}(\mathbf m)\Big]. \tag{5}
\]

A convenient window is \(w=e^{-y}(1+y+y^2/2+y^3/6)\) with \(y=\eta|\mathbf x|^2\). The bracket is \(e^y\) cut after \(y^3\), so \(1-w=O(y^4)\) and the bias in \(\mathbf K\) is \(O(\eta^4)\). In the integral, \(C^{-1}(\mathbf x)=C^{-1}(\hat{\mathbf x})/r^2\) cancels the \(r^2\) of the volume element. The radial factor is

\[
\int_0^\infty w\,dr=\sum_{j=0}^3\frac{\Gamma(j+\frac12)}{2\sqrt\eta\,j!}=\frac12\sqrt{\frac{\pi}{\eta}}\Big(1+\frac12+\frac38+\frac5{16}\Big),
\]

which multiplies \(\int C^{-1}(\hat{\mathbf x})\,d\Omega\).

Three alternatives behave differently.

- **Integrating \(C^{-1}\) over the \(\Gamma\) cell alone** does not give \(\mathbf K\). The midpoint error of the cell at \(\mathbf m\) goes as the second derivative of \(C^{-1}\), that is \(|\mathbf m|^{-4}\). These errors sum to a constant that is also multiplied by \(1/n\).
- **A half-shifted mesh** avoids the infinite term, but the same scaling holds with another constant, so its error is still of order \(1/n\).
- **Richardson extrapolation**, \(2\mathbf U^{(2n)}-\mathbf U^{(n)}\), removes the \(1/n\) term without \(\mathbf K\). A remainder \(r/n^3\) becomes \((2/8-1)\,r/n^3=-\tfrac34r/n^3\).

For an independent value, cut the zone \(|x_i|<\tfrac12\) into six pyramids with apex at \(\Gamma\). In one of them \(\mathbf x=\tfrac t2(1,u,v)\), with \(0<t<1\) and \(|u|,|v|<1\). The Jacobian is \(\tfrac12\cdot\tfrac t2\cdot\tfrac t2=t^2/8\), which cancels the \(1/t^2\) singularity, and Gauss quadrature then converges quickly. Opposite pyramids are equal by inversion, so three suffice, with weight two.

At \(T=0\), \(g=\hbar/2\omega\) diverges only as \(1/q\), and the error is of order \(h^3h^{-1}\propto1/n^2\). At low but finite temperature, the correction \(k_BT\,\mathbf K/n\) still removes the leading error of the classical part \(k_BT\,\Phi^{-1}\), but the remainder gradually gains weight beside it as the smallest acoustic \(\hbar\omega\) on the mesh rises above \(k_BT\). When the smallest \(\hbar\omega\) lies between about \(k_BT\) and a few \(k_BT\), the remainder still falls as \(n^{-3}\) and, in the model crystal below, is mainly the dropped zero-mode term \(\hbar^2/(12k_BTM_cn^3)\), with \(M_c\) the cell mass, which grows as \(T\) falls. In the model crystal below, at \(n=12\), the remainder is about 1% of the mesh error when the smallest \(\hbar\omega\) equals \(k_BT\) and 18% when it is \(4k_BT\). Only when the smallest \(\hbar\omega\) reaches tens of \(k_BT\) does the remainder approach the error at \(T=0\), of order \(1/n^2\). The pyramid rule works at \(T=0\) as well.

## Conventions

Let \(A\) have the columns \(\mathbf a,\mathbf b,\mathbf c\), and let \(\mathbf a_i\cdot\mathbf a_j^*=\delta_{ij}\), without \(2\pi\). The fractional displacement is \(\Delta\mathbf x=A^{-1}\mathbf u\), with components \(\Delta x_i=\mathbf a_i^*\cdot\mathbf u\). Then

\[
U^*=\langle\Delta\mathbf x\,\Delta\mathbf x^T\rangle=A^{-1}\mathbf U A^{-T}. \tag{6}
\]

Harmonic displacements are Gaussian, so the phase \(\varphi=2\pi\mathbf h\cdot\Delta\mathbf x\) of reflection \(\mathbf h\) obeys \(\langle e^{i\varphi}\rangle=e^{-\langle\varphi^2\rangle/2}\). The amplitude factor is

\[
\langle e^{i\varphi}\rangle=e^{-2\pi^2\mathbf h^TU^*\mathbf h}=e^{-\mathbf h^T\beta\mathbf h},\qquad \beta=2\pi^2U^* . \tag{7}
\]

Written out, the off-diagonal terms appear as \(2\beta_{12}hk\). Intensities carry the square of this factor. The CIF tensor takes the reciprocal lengths out:

\[
U^{\rm CIF}_{ij}=\frac{U^*_{ij}}{a_i^*a_j^*}=\langle(\mathbf u\cdot\hat{\mathbf a}_i^*)(\mathbf u\cdot\hat{\mathbf a}_j^*)\rangle,\qquad
\mathbf U=A\,N^*U^{\rm CIF}N^*A^T, \tag{8}
\]

with \(N^*=\mathrm{diag}(a^*,b^*,c^*)\). Its diagonal elements are mean-square displacements along the reciprocal axes. For isotropic motion, \(\mathbf U=U\mathbf 1\), the element \(U^{\rm CIF}_{12}=U\cos\gamma^*\) is in general not zero.

## The equivalent isotropic value

\(U_{\rm eq}\) is the mean-square displacement along a direction \(\hat{\mathbf n}\), averaged over all directions. Since \(\overline{n_in_j}=\delta_{ij}/3\), it is \(\tfrac13\mathrm{tr}\,\mathbf U\). With \(\mathbf U=AU^*A^T\) and the cyclic property of the trace, \(\mathrm{tr}\,\mathbf U=\mathrm{tr}(A^TA\,U^*)\), where \((A^TA)_{ij}=\mathbf a_i\cdot\mathbf a_j\). Therefore

\[
U_{\rm eq}=\frac13\sum_{ij}U^{\rm CIF}_{ij}\,a_i^*a_j^*\,\mathbf a_i\cdot\mathbf a_j . \tag{9}
\]

In a monoclinic cell with unique axis \(b\), \(aa^*=cc^*=1/\sin\beta\), \(bb^*=1\) and \(\mathbf a\cdot\mathbf c=ac\cos\beta\), where \(\beta\) is now the cell angle. This gives

\[
U_{\rm eq}=\frac13\Big[U_{22}+\frac{U_{11}+U_{33}+2U_{13}\cos\beta}{\sin^2\beta}\Big].
\]

In a hexagonal cell, \((aa^*)^2=4/3\) and \(\cos\gamma=-\tfrac12\) give \(\tfrac13[U_{33}+\tfrac43(U_{11}+U_{22}-U_{12})]\).

The plain mean of the CIF diagonal is correct for isotropic motion, where each element equals \(U\), but not in general. For motion along \(\mathbf a\) alone, only \(U_{11}^{\rm CIF}\) survives. It is reduced by \((\hat{\mathbf a}\cdot\hat{\mathbf a}^*)^2=1/(aa^*)^2\), and so is the plain mean relative to \(U_{\rm eq}\).

## Pseudocode

```
input: A, sites, masses, force constants, T > 0, n
enforce the acoustic sum rule
for x on the Gamma-centred n*n*n mesh:
    build D(x); find omega^2 and e
    if x = 0: drop the three rigid translations
    stop if any remaining omega^2 <= 0
    U[k] += g(omega) Re(e_k e_k^dagger) / (n^3 m_k)
build C(x) from (4); compute K from (5)
U[k] += kB T K / n               for every atom k
Ustar = A^-1 U A^-T;  beta = 2 pi^2 Ustar
Ucif_ij = Ustar_ij / (a*_i a*_j);  Ueq = tr(U) / 3
```

The cost is \(n^3\) diagonalizations of a \(3s\times3s\) matrix for \(s\) atoms, that is \(O(n^3s^3)\). After one pseudo-inverse of the \(3s\times3s\) matrix \(\Phi_0\) to build \(C\), computing \(\mathbf K\) needs only \(3\times3\) inverses and does not depend on \(n\) or \(T\).

## Failure modes

**Residual frequency at \(\Gamma\).** If the sum rule is slightly broken, the three translations acquire small frequencies \(\omega_p\), in general unequal and possibly imaginary, and may slip into the sum. Their eigenvectors are close to \(\mathbf e_\kappa=\sqrt{m_\kappa/M_c}\,\hat{\mathbf p}\), with \(M_c\) the cell mass. Each polarization \(\hat{\mathbf p}\) with a real frequency adds the spurious term \(k_BT\,\hat{\mathbf p}\hat{\mathbf p}^T/(n^3M_c\omega_p^2)\), the same for every atom. If the three frequencies share one value \(\omega_0\), the sum is \(k_BT/(n^3M_c\omega_0^2)\) times the unit matrix and looks like ordinary isotropic motion; otherwise it is anisotropic. Identifying the translations by these eigenvectors is safer than a frequency threshold.

**Unstable modes.** For \(\omega^2<0\) the harmonic average does not exist. Taking \(|\omega|\) gives a number without meaning.

**Long-range dipole forces.** \(\Phi\) then has no Taylor series at \(\Gamma\), and (4) does not hold as derived.

**Anharmonicity.** The displacements need not be Gaussian, and (7) loses its basis.

## Worked example

The model crystal is triclinic, with edges 500, 550 and 600 pm and angles 80°, 105° and 110°. Atom A (40 u) is at the origin and atom B (80 u) at (0.45, 0.52, 0.55). All pairs closer than 800 pm are joined by unstressed central springs of constant \(20\ \text{N/m}\,(400\ \text{pm}/r)^6\). The temperature is 300 K.

For atom A the uncorrected \(U_{\rm eq}\) is 203.12 pm² at \(n=12\) and 209.24 pm² at \(n=24\). The diagonal of \(k_BT\,\mathbf K\) is 140.62, 153.61 and 147.41 pm², with mean 147.21 pm². The corrected values are

\[
203.12+\frac{147.21}{12}=215.39,\qquad 209.244+\frac{147.21}{24}=215.38\ \text{pm}^2 .
\]

The pyramid integral gives 215.38 pm² and Richardson extrapolation 215.37 pm². The uncorrected \(n=12\) value is 5.7% below the integral. The half-shifted mesh gives 208.03 pm² at \(n=12\), a smaller error of the same order in \(1/n\). From \(n=12\) to 24 the observed error orders are 1.000 (zero modes dropped), 1.003 (half-shifted), 2.997 (corrected) and 1.999 (zero modes dropped, \(T=0\)). The \(\Gamma\) cell alone would supply 82% of the trace of \(\mathbf K\). A residual frequency of 0.05 THz, common to the three translations and kept at \(\Gamma\), would add 122 pm² at \(n=12\).

For atom A, in the order 11, 22, 33, 12, 13, 23, with \(x\) along \(\mathbf a\) and \(\mathbf b\) in the \(xy\) plane:

- Cartesian (pm²): 225.96, 216.33, 203.84, −12.75, −7.12, 0.76
- CIF (pm²): 213.34, 216.08, 203.84, 56.91, 37.65, −18.36
- \(\beta\) (10⁻³): 20.005, 16.109, 12.086, 4.758, 2.807, −1.221

The 12 elements differ even in sign, mainly through the isotropic part: \(\cos\gamma^*=0.312\) times 215 pm² is already 67 pm². The six terms of (9), in the same order of indices, give

\[
U_{\rm eq}=\tfrac13(253.4+246.9+220.4-45.3-22.1-7.1)=215.4\ \text{pm}^2=0.02154\ \text{Å}^2 .
\]

The plain mean of the CIF diagonal is 211.1 pm², 2.0% too low. For motion along \(\mathbf a\) alone it would be 15.8% too low. For the reflection \((2,\bar1,3)\) the exponent in (7) is

\[
10^{-3}(80.02+16.11+108.77-19.03+33.69+7.33)=0.2269,
\]

and the amplitude factor is \(e^{-0.2269}=0.797\).

Atom B has twice the mass, yet its \(U_{\rm eq}\) is 213.7 pm², almost that of A. Its Cartesian off-diagonal elements agree with those of A to the printed digits, and each diagonal element is smaller by 1.67 pm². Both facts follow from (3). The springs depend on distance alone, so inversion about the midpoint of A and B exchanges the atoms without changing the force constants, and the classical parts of the zone integral are equal. The next term is \(\hbar^2/(12k_BTm_\kappa)\) times the unit matrix, isotropic and larger for the lighter atom. At 300 K it is 3.369 pm² for A and 1.684 pm² for B, a difference of 1.68 pm². The following term of (3), \(-\hbar^4\omega^2/720(k_BT)^3\), is negative and also larger in size for the lighter atom, so it lowers this difference slightly, in the direction of the observed 1.67 pm². At \(T=0\) the masses matter more: \(U_{\rm eq}\) is 40.1 pm² for A and 29.4 pm² for B.

Because of this symmetry, the example cannot test separately that the \(\Gamma\) correction is common to all atoms; that rests on (4). The numerical check does compare the missing tensor of each atom with the computed \(\mathbf K\), and the mesh formula with a supercell diagonalized in real space.

## Computed values

```
edges a b c (pm): 500 550 600
angles alpha beta gamma (deg): 80 105 110
masses A B (u): 40 80
fractional site of B: 0.45 0.52 0.55
spring 20 N/m at 400 pm, power 6, cutoff 800 pm
neighbours of A, B: 23 23
cell volume (1e6 pm^3): 149.106
a* b* c* (1/nm): 2.1796 1.9434 1.7331
temperature (K): 300
tensor order: 11 22 33 12 13 23; x along a, b in xy plane
Ueq for A, B (pm^2) at 300 K:
 n=12 zero modes dropped: 203.123 201.420
 n=12 half-shifted mesh: 208.025 206.356
 n=12 with Gamma correction: 215.390 213.688
 n=24 zero modes dropped: 209.244 207.571
 n=24 half-shifted mesh: 211.708 210.038
 n=24 with Gamma correction: 215.378 213.705
 Richardson from 12 and 24: 215.366 213.721
 pyramid integral: 215.376 213.707
kT*K (pm^2): 140.62 153.61 147.41 -2.58 -3.66 1.12
trace ratio Gamma-cell integral / K: 0.8222
observed error orders, n=12 to 24:
 dropped 1.000, shifted 1.003, corrected 2.997, T=0 1.999
spurious U, 0.05 THz kept at Gamma, n=12 (pm^2): 121.88
Ueq at T=0 for A, B (pm^2): 40.056 29.442
A Cartesian U (pm^2): 225.96 216.33 203.84 -12.75 -7.12 0.76
A U* (1e-4): 10.1345 8.1611 6.1226 2.4106 1.4222 -0.6185
A beta (1e-3): 20.0048 16.1094 12.0856 4.7584 2.8074 -1.2209
A CIF U (pm^2): 213.34 216.08 203.84 56.91 37.65 -18.36
A Ueq: 215.376 pm^2 = 0.021538 angstrom^2
A plain mean of CIF diagonal (pm^2): 211.084
A Debye-Waller amplitude factor, hkl = 2 -1 3: 0.79702
B Cartesian U (pm^2): 224.29 214.66 202.17 -12.75 -7.12 0.76
B U* (1e-4): 10.0552 8.0981 6.0725 2.3887 1.4087 -0.6132
B beta (1e-3): 19.8482 15.9849 11.9867 4.7150 2.7806 -1.2104
B CIF U (pm^2): 211.67 214.41 202.17 56.39 37.29 -18.21
B Ueq: 213.707 pm^2 = 0.021371 angstrom^2
B plain mean of CIF diagonal (pm^2): 209.416
B Debye-Waller amplitude factor, hkl = 2 -1 3: 0.79849
cos(gamma*): 0.31230
plain mean / true Ueq for motion along a only: 0.8420
```
